\section*{Spreading resistance of a circular contact near an insulating sidewall}

\section{Problem}

A flat circular metal contact of radius $a$ lies on the top face of a thick semiconductor chip of uniform, isotropic resistivity $\rho$. A vertical sidewall of the chip stands at the distance $d=5a$ from the centre of the contact. The top face outside the contact and the sidewall are insulating. The metal is an equipotential at voltage $V$, it feeds a current $I$ into the semiconductor, and the current is collected far away, where the potential is zero. By what percentage does the sidewall change the spreading resistance $R=V/I$, compared with the same contact far from any wall?

\section{A tempting solution}

Far from any wall the contact has the resistance $R_0=\rho/(4a)$. A point source of current $I$ on the top face gives the potential $\rho I/(2\pi r)$ at distance $r$. The sidewall is a plane boundary, so it is replaced, as for a charge in front of a metal plate, by an image of opposite sign at the distance $d$ behind it. The image is $2d$ from the contact and changes its potential by
\begin{equation}
\Delta V=-\frac{\rho I}{2\pi(2d)}=-\frac{\rho I}{4\pi d},
\qquad
\frac{\Delta V}{R_0I}=-\frac{a}{\pi d}=-\frac{1}{5\pi}.
\end{equation}
The resistance falls by 6.4 percent.

\section{Where it fails}

The two formulas quoted for the contact without a wall are correct and are derived below. The fault is the sign of the image. Put the source at the origin, with $x$ pointing towards the wall, $y$ along the top edge of the wall and $z$ down into the chip. The wall is the half-plane $x=d$, $z>0$. A point on it is equally far from the source at $x=0$ and from the image at $x=2d$; call this distance $r$. With an image of strength $-I$, the current density normal to the wall is
\begin{equation}
J_x=\frac{I}{2\pi}\frac{d}{r^3}-\frac{I}{2\pi}\frac{d-2d}{r^3}
=\frac{I}{\pi}\frac{d}{r^3}.
\end{equation}
The two parts add. With $r^2=d^2+s^2$, where $s$ is the distance on the wall from the point $(d,0,0)$, the current through the half-plane is
\begin{equation}
\int_0^\infty \frac{I}{\pi}\frac{d}{(d^2+s^2)^{3/2}}\,\pi s\,ds
=Id\left[-\frac{1}{\sqrt{d^2+s^2}}\right]_0^\infty=I .
\end{equation}
The whole current leaves through the wall. The tempting solution describes a sidewall covered with grounded metal, which does lower the resistance. An insulating wall fixes the normal current at zero and leaves the potential on the wall free.

\section{The contact without a wall}

A point source on the insulating top face spreads its current evenly over hemispheres of area $2\pi r^2$. The field is $\rho J=\rho I/(2\pi r^2)$, and integration from $r$ to infinity gives
\begin{equation}
V(r)=\frac{\rho I}{2\pi r}.
\label{point}
\end{equation}
The current of such a source runs parallel to the top face at every other point of that face, so a sum of these sources respects the insulating surface.

For the whole contact, try the current density
\begin{equation}
J_0(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},
\qquad
\int_0^a J_0\,2\pi r\,dr
=\frac{I}{a}\left[-\sqrt{a^2-r^2}\right]_0^a=I .
\label{density}
\end{equation}
Its potential must be the same at every point of the metal. Take a point $P$ of the contact at distance $p$ from the centre, and polar coordinates $(s,\varphi)$ about $P$, with $\varphi$ measured from the outward radial direction. The area element $s\,ds\,d\varphi$ cancels the $1/s$ of Eq.~\eqref{point}:
\begin{equation}
V_0=\frac{\rho}{2\pi}\int_0^{2\pi}d\varphi\int_0^{L}J_0\,ds .
\end{equation}
Here $L$ is the distance from $P$ to the rim in direction $\varphi$, and $L'$ is the distance in the opposite direction:
\begin{equation}
L,\,L'=\mp p\cos\varphi+\sqrt{a^2-p^2\sin^2\varphi}.
\end{equation}
They satisfy $LL'=a^2-p^2$ and $L-L'=-2p\cos\varphi$. The source point has $r^2=p^2+s^2+2ps\cos\varphi$, hence
\begin{equation}
a^2-r^2=LL'+(L-L')s-s^2=(L-s)(s+L').
\end{equation}
Two opposite rays join into one chord, on which $s$ runs from $-L'$ to $L$. With $s=\tfrac12(L-L')+\tfrac12(L+L')\sin\theta$ the square root becomes $\tfrac12(L+L')\cos\theta$, which cancels the same factor in $ds$:
\begin{equation}
\int_{-L'}^{L}\frac{ds}{\sqrt{(L-s)(s+L')}}=\int_{-\pi/2}^{\pi/2}d\theta=\pi .
\end{equation}
Every chord gives $\pi$, wherever $P$ lies. The chords cover half a turn in $\varphi$, which gives a second factor $\pi$, so
\begin{equation}
V_0=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi^2=\frac{\rho I}{4a},
\qquad R_0=\frac{\rho}{4a}.
\end{equation}

\section{The contact beside the wall}

An image of strength $+I$ at $x=2d$ gives, on the wall,
\begin{equation}
J_x=\frac{I}{2\pi}\frac{d}{r^3}+\frac{I}{2\pi}\frac{d-2d}{r^3}=0,
\end{equation}
as an insulator requires. The image lies in the plane of the top face, so that face stays insulating too. Treating the image of the contact as a point seen from the contact's centre, we find
\begin{equation}
\Delta R=\frac{1}{I}\,\frac{\rho I}{2\pi(2d)}=\frac{\rho}{4\pi d},
\qquad
\frac{\Delta R}{R_0}=\frac{\rho}{4\pi d}\,\frac{4a}{\rho}=\frac{a}{\pi d}.
\label{main}
\end{equation}
For $d=5a$ this is $1/(5\pi)=0.0637$: the resistance rises by about 6.4 percent. The current that would have spread beyond the wall is turned back and crowds the remaining material, so a higher voltage is needed to drive it.

In this point-image form the increase $\Delta R$ does not contain $a$; the radius enters through small corrections found below. It arises mostly at distances greater than $d$ from the contact, while most of $R_0$ arises within a few radii of the metal. If the five radii are counted from the rim of the contact, then $d=6a$ and the rise is 5.3 percent.

\section{How good is one point image?}

The contact and its image are discs, and the wall also alters the current density. Let $J$ be the true density, with the same total $I$, and let $Q^*$ be the mirror point of $Q$. At every point $P$ of the metal,
\begin{equation}
V=\frac{\rho}{2\pi}\int J(Q)\left[\frac{1}{|P-Q|}+\frac{1}{|P-Q^*|}\right]dA_Q .
\end{equation}
Multiply by $J_0(P)$ and integrate over $P$. The left side becomes $VI$. In the first term on the right, do the integral over $P$ first: it is the potential of $J_0$ at $Q$, which is the constant $V_0$, so this term is $V_0I$. What remains, divided by $I^2$, is
\begin{equation}
\Delta R=\frac{V-V_0}{I}=\frac{\rho}{2\pi}\left\langle\frac{1}{D}\right\rangle,
\qquad D=|P-Q^*|,
\label{identity}
\end{equation}
where $P$ is weighted by $J_0/I$ and $Q$ by $J/I$. Both weights are positive, because the metal has the highest potential in the system and current flows out of it everywhere. No approximation has been made within the model. Since $D$ lies between $2d-2a$ and $2d+2a$, and $\Delta R/R_0=(2a/\pi)\langle1/D\rangle$,
\begin{equation}
\frac{a}{\pi(d+a)}<\frac{\Delta R}{R_0}<\frac{a}{\pi(d-a)} .
\end{equation}
At $d=5a$ the rise must lie between 5.3 and 8.0 percent.

A sharper estimate takes $J=J_0$ in Eq.~\eqref{identity}. Let $P=(x,y)$ and $Q=(x',y')$, and write $X=x+x'$, $Y=y-y'$. Then $D^2=(2d-X)^2+Y^2$, and to second order
\begin{equation}
\frac1D\simeq\frac{1}{2d}\left[1+\frac{X}{2d}+\frac{2X^2-Y^2}{8d^2}\right].
\label{expand}
\end{equation}
The linear term averages to zero by symmetry. For the density \eqref{density},
\begin{equation}
\langle r^2\rangle=\frac1a\int_0^a\frac{r^3\,dr}{\sqrt{a^2-r^2}}=\frac{2a^2}{3},
\qquad \langle x^2\rangle=\langle y^2\rangle=\frac{a^2}{3}.
\end{equation}
The two discs contribute independently, so $\langle X^2\rangle=\langle Y^2\rangle=2a^2/3$, and
\begin{equation}
\frac{\Delta R}{R_0}\simeq\frac{a}{\pi d}\left(1+\frac{a^2}{12d^2}\right).
\end{equation}
At $d=5a$ the bracket is $1+1/300$, which moves the rise from 6.366 to 6.387 percent.

A boundary-element calculation that leaves the current density free gives 6.385 percent. Its mesh overestimates the isolated resistance by 0.5 percent, but the rise is a difference taken on one mesh and, by Eq.~\eqref{identity}, depends on the density through averaged distances. The small remainder has a cause that can be checked. The image raises the potential most on the side facing the wall, so an equipotential contact must emit less current there. The computed centre of the current moves away from the wall by $0.0042a$ on this mesh (the converged value is $0.0043a$, which leaves the final 6.385 percent unchanged). In Eq.~\eqref{expand} this makes $\langle X\rangle=-0.0042a$ and changes the rise by the fraction $-0.0042a/(10a)=-0.00042$ of itself, from 6.387 to 6.385 percent, which agrees with the computed value to within 0.001 percentage points.

The point image worsens as the wall comes closer. At $d=3a$ it gives 10.61 percent against a computed 10.69; at $d=10a$ it gives 3.183 percent against a computed 3.186. As $d$ approaches $a$ the upper bound diverges and the expansion loses its small parameter, so neither of them guarantees the accuracy of Eq.~\eqref{main} there.

\section{A silicide contact on silicon}

Take $a=2~\mu$m and $d=10~\mu$m on n-type silicon with $n=10^{17}$~cm$^{-3}$ at 300~K. A rough typical mobility is $\mu=700$~cm$^2$/Vs. Then
\begin{align}
\rho&=\frac{1}{en\mu}=0.0892~\Omega\,\mathrm{cm},\\
R_0&=\frac{0.0892~\Omega\,\mathrm{cm}}{4\times2\times10^{-4}~\mathrm{cm}}=111~\Omega,\\
\Delta R&=\frac{0.0892~\Omega\,\mathrm{cm}}{4\pi\times10^{-3}~\mathrm{cm}}=7.1~\Omega .
\end{align}
The total is about $119~\Omega$, and 0.1~mA needs about 12~mV. The uncertainty of the mobility affects both resistances alike and cancels in their ratio.

A real chip has a back contact at a finite depth, here $t=500~\mu$m. If it is grounded, the source acquires images of sign $(-1)^n$ at the depths $2nt$, with $n=\pm1,\pm2,\dots$; on the plane $z=t$ the members $n$ and $1-n$ cancel in pairs. At the contact they replace $1/r$ by $1/r-\ln2/t$, as long as $r\ll t$, because $2\sum_{n\ge1}(-1)^n/(2nt)=-\ln2/t$. For the sidewall image, $r=2d$, and $\Delta R$ falls by the fraction $2d\ln2/t=2.8$ percent, while $R_0$ falls by 0.2 percent. The rise becomes about 6.2 percent.

Some departures act at the metal itself. On n-type silicon of this doping a silicide usually needs a heavily doped layer beneath it to be ohmic. With a rough interface resistivity of $10^{-7}~\Omega\,$cm$^2$, the interface would add $0.8~\Omega$ in series if the current crossed it evenly; crowding at the rim makes the addition larger. With $0.8~\Omega$ included in the isolated resistance, the rise becomes 6.3 percent. If that layer is $0.1~\mu$m deep, its depth is 5 percent of the radius; since it conducts better than the chip, it lowers $R_0$. In the limit of a perfectly conducting layer of radius $a$ the fall is about 8 percent, roughly ten times the interface term, and the rise becomes about 6.8 percent with the $0.8~\Omega$ included, so the 6.3 percent shows the effect of the interface alone and is not a prediction for the complete contact. A band bending of 0.5~V at the sidewall depletes $0.08~\mu$m of silicon; moving the insulating plane inwards by this width gives 6.4 percent again. The same bending on the top face matters more, because it acts on $R_0$: without the doped layer the current must first pass a neck $0.08~\mu$m deep, which adds at least 5 percent to $R_0$, and with it only $0.02~\mu$m of the layer projects into conducting silicon, so $R_0$ falls by about 2 percent instead of 8. The mean free path, about 22~nm, is 1 percent of the radius, and the mean drift speed under the contact is 0.5 percent of a saturation speed of $10^7$~cm/s, so Ohm's law is a fair description at this current. The wall is assumed to run far deeper than $d$. A shallow etched step blocks less of the current, and Eq.~\eqref{main} does not apply to it.

\section*{Computed values}
\begin{verbatim}
SCALED PROBLEM (lengths in contact radii)
isolated potential/charge, quadrature: 1.570796
same at r = 0.9 a: 1.570796; pi/2 = 1.570796
boundary-element isolated value: 1.5789
wall-layer potential at centre, d=5: 0.100000
point-image rise, d=5: 6.366 %
with next correction, d=5: 6.387 %
lower bound, d=5: 5.31 %
upper bound, d=5: 7.96 %
d=3: numerical rise 10.689 %, point image 10.610 %
d=5: numerical rise 6.385 %, point image 6.366 %
d=6: numerical rise 5.316 %, point image 5.305 %
d=10: numerical rise 3.186 %, point image 3.183 %
current centroid shift, d=5: -0.00420 a (minus = away)
WORKED EXAMPLE
contact radius: 2.0 um; wall distance: 10.0 um
doping: 1.0e+17 cm^-3; mobility: 700 cm2/Vs
temperature: 300 K; chip thickness: 500 um
resistivity: 0.08916 ohm cm
isolated resistance R0: 111.46 ohm
sidewall increase: 7.10 ohm
resistance beside wall: 118.55 ohm
relative increase: 6.37 %
current: 0.10 mA; voltage: 11.86 mV
NEGLECTED EFFECTS
back contact, change of R0: -0.177 %
back contact, change of sidewall increase: -2.77 %
interface resistivity: 1.0e-07 ohm cm2
interface resistance: 0.796 ohm = 0.71 % of R0
relative rise with interface included: 6.32 %
n+ depth: 0.10 um; depth/radius: 5.0 %
band bending: 0.5 V; depletion width: 0.0804 um
depletion width/radius: 4.0 %
rise with wall moved in by depletion: 6.42 %
mean free path: 21.8 nm = 1.09 % of radius
mean field under contact: 71.0 V/cm
drift speed/saturation speed (1e7 cm/s): 0.50 %
thermal conductivity: 1.3 W/(cm K)
self-heating, upper estimate: 0.606 mK
doping/conduction-band state density: 0.36 %
one far wall at 1000 um: 0.127 % of R0
\end{verbatim}
